# Why LOBPCG trial bases become dependent, and what repeated Cholesky repairs

## Definitions and conventions

Let $H$ be a real symmetric $n\times n$ Hamiltonian in an orthonormal basis, held fixed during the eigenvalue iteration, as it is inside one self-consistency step. We seek its $m$ lowest eigenvectors. LOBPCG works with three blocks of $m$ columns each:

- $X$, the current orthonormal Ritz vectors, with Ritz values in the diagonal matrix $\Theta$;
- $W=TR$, the preconditioned residuals, where $R=HX-X\Theta$ and $T$ is a fixed symmetric positive definite matrix;
- $P$, the previous direction, which is the part of the new $X$ lying outside the old one:

$$P=(1-X_{\rm old}X_{\rm old}^T)X .$$

One iteration orthonormalizes the trial matrix $S=[X,W,P]$ into $Q$, diagonalizes $Q^THQ$, and takes the $m$ lowest Ritz vectors as the next $X$. If $Q=[Q_1,Q_2]$, with $Q_1$ spanning the old $X$, the new vectors are $Q_1C_1+Q_2C_2$, and $P=Q_2C_2$. Many implementations instead take for $P$ the $W$ and $P$ components of the new vectors, without projecting out $X_{\rm old}$. That choice gives the same trial space and keeps $P^TR=0$, but the results below on the angle between $X$ and $P$ apply only to the projected form. In the four-state model run the largest cosine between the two blocks is still $0.11$ late in the iteration without projection, against $9\times10^{-5}$ with it.

For any matrix, $\kappa=\sigma_{\max}/\sigma_{\min}$ is the ratio of its extreme singular values. A hat marks a matrix whose columns have been scaled to unit length. The unit roundoff is $u=1.11\times10^{-16}$, norms are 2-norms, and the loss of orthogonality is $\delta=\|Q^TQ-1\|$.

It is tempting to say that near convergence $X$, $W$ and $P$ become dependent because $W$ and $P$ tend to zero. That statement mixes several effects. They are separated below, in exact arithmetic first. Energies are in hartree.

## Contribution 1: the columns shrink

The largest singular value of $S$ is at least the length of any column, and the smallest is at most the length of any column. Since the columns of $X$ have unit length,

$$\kappa(S)\ \ge\ \frac{1}{\min_j\|w_j\|}\ \ge\ \frac{1}{\|T\|\min_j\|r_j\|}.$$

The raw condition number therefore diverges at convergence. This says nothing about directions: two perpendicular vectors of lengths $1$ and $10^{-12}$ have $\kappa=10^{12}$. Whether it matters depends on how the orthogonalization reacts to column lengths, which is settled under contribution 5.

## Contribution 2: the angles between the blocks

**Residuals against the other two blocks.** Let $Q$ be the orthonormal basis of the previous trial space, and $X=QC$ the Ritz vectors found in it, so that $Q^THQ\,C=C\Theta$. Then

$$Q^TR=Q^THQC-Q^TQC\Theta=C\Theta-C\Theta=0 .$$

Both $X$ and $P$ lie in the span of $Q$, hence $X^TR=0$ and $P^TR=0$. Without preconditioning ($T=1$), $W$ is perpendicular to both other blocks, however small the residual.

With a preconditioner, take any $w=TRa$ and any $y$ in the span of $[X,P]$. Then $y^TT^{-1}w=y^TRa=0$: the vectors are perpendicular in the metric $M=T^{-1}$. To turn this into an ordinary angle, scale both to unit length and choose the sign of $y$ so that $c=w^Ty\ge0$. Because the cross terms vanish,

$$(w+y)^TM(w+y)=w^TMw+y^TMy=(w-y)^TM(w-y).$$

Let $\mu_1$ and $\mu_n$ be the extreme eigenvalues of $M$, with $\mu_n/\mu_1=\kappa_T$, the condition number of $T$. The left side is at least $\mu_1\|w+y\|^2=2\mu_1(1+c)$, and the right side is at most $\mu_n\|w-y\|^2=2\mu_n(1-c)$. Therefore

$$\frac{1+c}{1-c}\le\kappa_T,\qquad c\le c_T=\frac{\kappa_T-1}{\kappa_T+1}.$$

This is Wielandt's inequality. The bound contains no residual norm, so convergence cannot close the angle.

**Iterates against directions.** Since $1-X_{\rm old}X_{\rm old}^T$ is a projector, equal to its own square,

$$X^TP=P^TP=1-X^TX_{\rm old}X_{\rm old}^TX .$$

The singular values of $X_{\rm old}^TX$ are $\cos\varphi_i$, where $\varphi_i$ are the principal angles between the old and new spaces. So $P^TP$ has eigenvalues $\sin^2\varphi_i$. If none vanishes, $P(P^TP)^{-1/2}$ is an orthonormal basis of the span of $P$, and its overlap with $X$ is

$$X^TP(P^TP)^{-1/2}=(P^TP)^{1/2},$$

with singular values $\sin\varphi_i$. These are the cosines of the angles between the two blocks. As the iteration converges, $\varphi_i\to0$ and $P$ becomes perpendicular to $X$. Near-dependence of these two blocks belongs to the opposite limit, $\varphi_i\to\pi/2$, when a poor start makes the new iterate almost perpendicular to the old one.

**The two angles together.** Put $Z=[X,\hat P]$ and $v=Za+\hat Wb$. The cross term obeys $2|(Za)^T\hat Wb|\le2c_T\|Za\|\|\hat Wb\|\le c_T(\|Za\|^2+\|\hat Wb\|^2)$, so

$$(1-c_T)\left(\|Za\|^2+\|\hat Wb\|^2\right)\le\|v\|^2\le(1+c_T)\left(\|Za\|^2+\|\hat Wb\|^2\right).$$

Since $(1+c_T)/(1-c_T)=\kappa_T$, it follows that

$$\kappa([Z,\hat W])\le\sqrt{\kappa_T}\;\frac{\max[\sigma_{\max}(Z),\sigma_{\max}(\hat W)]}{\min[\sigma_{\min}(Z),\sigma_{\min}(\hat W)]}.$$

For a single state, $\hat W$ is one unit vector, and $Z$ has the Gram matrix with diagonal $1$ and off-diagonal $\sin\varphi$. Its singular values are $\sqrt{1\pm\sin\varphi}$, and

$$\kappa([x,\hat w,\hat p])\le\sqrt{\kappa_T}\sqrt{\frac{1+\sin\varphi}{1-\sin\varphi}}\ \longrightarrow\ \sqrt{\kappa_T}\qquad(\varphi\to0).$$

So for one state the scaled basis does not degenerate at convergence.

**Conditions.** The argument needs the same $H$ in the residual and in the Rayleigh–Ritz step that produced $X$ and $P$. When self-consistency updates $H$, $P^TR=0$ is lost. Rediagonalizing the new $H$ within the span of $X$ restores $X^TR=0$, and leaving out $P$ for one step restores the bound for the remaining pair. If each column has its own preconditioner, the bound holds for each $w_j$ separately but not for their combinations. Finally, rounding gives $R$ an absolute error of order $u\|H\|$, so the orthogonality relations lose their meaning once $\|r_j\|$ approaches that size.

## Contribution 3: storing the previous iterate

Since $X=X_{\rm old}(X_{\rm old}^TX)+P$, the pairs $[X,P]$ and $[X,X_{\rm old}]$ span the same space whenever $X_{\rm old}^TX$ is invertible. One may therefore store $X_{\rm old}$ in place of $P$ without changing the method in exact arithmetic. The basis, however, is very different. The Gram matrix

$$\begin{pmatrix}1&X^TX_{\rm old}\\X_{\rm old}^TX&1\end{pmatrix}$$

has eigenvalues $1\pm\cos\varphi_i$. The smallest angle gives both extremes, and with $1+\cos\varphi=2\cos^2(\varphi/2)$ and $1-\cos\varphi=2\sin^2(\varphi/2)$,

$$\kappa([X,X_{\rm old}])=\cot\frac{\varphi_{\min}}2\simeq\frac{2}{\varphi_{\min}}.$$

Appending $W$ cannot lower this, because extra columns can only raise $\sigma_{\max}$ and lower $\sigma_{\min}$.

Nor does scaling help. For one state, give the two columns lengths $a$ and $b$. The squared singular values have sum $a^2+b^2$ and product $a^2b^2\sin^2\varphi$, so

$$\kappa+\frac1\kappa=\frac{a^2+b^2}{ab\sin\varphi}\ge\frac2{\sin\varphi},$$

with equality at $a=b$. Unit columns are already the best choice. Here the dependence is real: two nearly parallel vectors of equal length, whose difference carries the information.

In a block, the smallest angle decides. As $\sin\varphi_{\min}=\sigma_{\min}(P)\le\min_j\|p_j\|$, a single state that has nearly stopped moving is enough to spoil the basis while the others still converge.

## Contribution 4: alignment inside a block

For $m>1$ the general bound still contains $\sigma_{\min}(\hat W)$ and $\sigma_{\min}(Z)$, and the angles between blocks do not control these. An extreme case shows what can happen. Let $X$ hold the Ritz vectors of the Krylov space spanned by $v,Hv,\dots,H^{m-1}v$. The matrix $H$ maps this space into one that is at most one dimension larger. All residuals lie in the larger space and are perpendicular to the smaller one, so they are all parallel. Then $R$ has rank at most one, and so has $W=TR$.

For such a block of four states the largest residual is $4.1$ hartree, yet the second singular value of $\hat R$ is $2.4\times10^{-15}$ of the first. This kind of dependence is not tied to convergence. When it occurs, redundant directions have to be removed.

## Contribution 5: what one Cholesky pass does to the basis

Let $S$ now be any trial matrix with $k$ columns. A Cholesky pass forms $S^TS$, factors it as $C^TC$ with $C$ upper triangular, and sets $Q=SC^{-1}$. Let $C$ be the computed factor and $E=S^TS-C^TC$ its defect. Then

$$Q^TQ-1=C^{-T}S^TSC^{-1}-C^{-T}C^TCC^{-1}=C^{-T}E\,C^{-1}.$$

**Size of the defect.** An entry of $S^TS$ is a sum of $n$ products, each of which passes through at most $n$ roundings. To first order its error is at most $nu\sum_l|s_{li}||s_{lj}|\le nu\|s_i\|\|s_j\|$, by the Cauchy–Schwarz inequality. The factorization solves equations of the same form with at most $k$ products and one division or root, which adds at most $(k+1)u\|s_i\|\|s_j\|$. Hence

$$|E_{ij}|\le\gamma\|s_i\|\|s_j\|,\qquad\gamma\simeq(n+k+1)u .$$

**Column lengths cancel.** Write $S=\hat SD$ with $D$ the diagonal matrix of column lengths, $E=D\hat ED$ and $C=\hat CD$. Then $|\hat E_{ij}|\le\gamma$, $\hat C^T\hat C=\hat S^T\hat S-\hat E$, and

$$C^{-T}EC^{-1}=\hat C^{-T}D^{-1}D\hat EDD^{-1}\hat C^{-1}=\hat C^{-T}\hat E\hat C^{-1}.$$

The shrinking of contribution 1 has dropped out. In a test on a matrix with $\kappa=10^4$, shrinking the columns by different powers of two raised $\kappa$ to $3.3\times10^{12}$ and left the loss at $5.3\times10^{-9}$.

**The squared condition number.** A $k\times k$ matrix with entries at most $\gamma$ has norm at most $k\gamma$. Also $\sigma_{\min}(\hat C)^2\ge\sigma_{\min}(\hat S)^2-k\gamma$. As long as the right side is positive,

$$\delta\le\frac{k\gamma}{\sigma_{\min}(\hat S)^2-k\gamma}\le\frac{k\gamma\,\kappa(\hat S)^2}{1-k\gamma\,\kappa(\hat S)^2},$$

where the last step uses $\sigma_{\max}(\hat S)\ge1$, so that $\sigma_{\min}(\hat S)^2\ge1/\kappa(\hat S)^2$, and requires $k\gamma\,\kappa(\hat S)^2<1$. One inverse factor comes from each side of $E$, which is why the power is two.

The bound is an upper limit, but its scaling is generic. Let $v$ be the unit right singular vector of $\hat S$ for $\sigma_{\min}$, and take $z=\hat Cv$. Then $z^T(Q^TQ-1)z=v^T\hat Ev$ and $\|z\|^2=\sigma_{\min}^2-v^T\hat Ev$, so

$$\delta\ge\frac{|v^T\hat Ev|}{\sigma_{\min}(\hat S)^2-v^T\hat Ev}.$$

Unless the rounding errors happen to cancel along $v$, the numerator is of order $u$. The triangular solve adds a relative error of order $u\|\hat C\|\|\hat C^{-1}\|\sim u\kappa$, smaller by one power of $\kappa$.

For random $400\times12$ matrices the loss, as a geometric mean over five samples, rises from $2.4\times10^{-13}$ at $\kappa=10^2$ to $1.3\times10^{-3}$ at $\kappa=10^7$. The fitted power is $1.95$. At the upper end $u\kappa^2=1.1\times10^{-2}$, so the prefactor is about $0.12$. The cause was tested as well: for one matrix with $\kappa=10^6$, the defect $E$ evaluated in high precision predicts a loss of $2.7447\times10^{-5}$, and the measured loss agrees to all printed digits.

## Contribution 6: what a second pass repairs

Suppose the first pass leaves $\delta<1$. The eigenvalues of $Q_1^TQ_1$ then lie between $1-\delta$ and $1+\delta$, so

$$\kappa(Q_1)^2\le\frac{1+\delta}{1-\delta}.$$

Even a poor $\delta=\tfrac12$ gives $\kappa(Q_1)^2\le3$. The second pass obeys the same squared law, but now with a condition number near one, and its loss is of order $u$ times a modest size factor. Nothing is lost from the factorization: $S=Q_1C_1$ and $Q_1=Q_2C_2$ give $S=Q_2(C_2C_1)$, with $C_2C_1$ again upper triangular. For the random matrices above, the loss after two passes is at most $1.0\times10^{-15}$ at every $\kappa$ up to $10^7$, comparable to Householder orthogonalization.

**Where repetition fails.** The repair presupposes that the first factorization succeeds. Once $u\kappa(\hat S)^2$ is of order one, the rounding errors in $\hat S^T\hat S$ can be as large as its smallest eigenvalue, $\sigma_{\min}(\hat S)^2$. The computed matrix may then no longer be positive definite. If a pivot comes out negative, there is no first $Q$ to improve. At $\kappa=10^{12}$ two plain passes fail.

**A shifted first pass.** Factor $S^TS+s$ instead, with a number $s>0$ on the diagonal. With $S=U\Sigma V^T$,

$$QQ^T=S(S^TS+s)^{-1}S^T=U\frac{\Sigma^2}{\Sigma^2+s}U^T,$$

so each singular value $\sigma$ becomes $\sigma/\sqrt{\sigma^2+s}$. For $\sigma_{\min}^2\ll s\ll\sigma_{\max}^2$ the new condition number is about $\sqrt s/\sigma_{\min}$. The shift must exceed the defect, whose norm is at most about $k\gamma\|S\|^2=[nk+k(k+1)]u\|S\|^2$. With a safety factor of 11, $n=400$, $k=12$ and $\|S\|=1$,

$$s=11\,(4800+156)\,(1.11\times10^{-16})=6.05\times10^{-12}.$$

For $\sigma_{\min}=10^{-12}$ this predicts $\kappa\simeq2.46\times10^{-6}/10^{-12}=2.5\times10^6$, which is the measured value. Now $u\kappa^2\simeq7\times10^{-4}$, and two ordinary passes bring the loss to $6.8\times10^{-16}$. The shift has its own limit, $us/\sigma_{\min}^2\sim1$, which for these sizes gives $\kappa\simeq4\times10^{13}$. This estimate is on the safe side: on random matrices of this size the shifted scheme still succeeded in ten cases out of ten at $\kappa=10^{14}$, and became unreliable from about $4\times10^{14}$.

## Weighing the contributions in a model calculation

The model is one electron in a box of 60 bohr with two unequal Gaussian wells, in a basis of 120 sine functions. Its lowest five eigenvalues are $-0.774$, $-0.636$, $-0.374$, $-0.342$ and $-0.123$ hartree. The preconditioner is diagonal, $T=(1+t)^{-1}$, with $t$ the kinetic energy in hartree. Since $t$ runs from nearly zero to $19.74$, $\kappa_T=20.7$ and $c_T=19.7/21.7=0.908$. The trial bases come from a run with Householder orthogonalization, so the diagnosis does not disturb the iteration.

**One state.** The columns below are the residual norm in hartree, the condition numbers of the raw basis, of the scaled basis, and of the basis with the old iterate, and the one-pass loss of the last.

| step | residual | raw | scaled | old $x$ | loss |
|---|---|---|---|---|---|
| 9 | 6.3e-4 | 4.2e3 | 1.4 | 1.3e3 | 1.1e-10 |
| 14 | 5.6e-6 | 4.2e5 | 1.2 | 7.9e4 | 1.7e-6 |
| 18 | 3.0e-8 | 9.4e7 | 1.3 | 2.0e7 | 6.2e-2 |
| 27 | 4.0e-12 | 6.1e11 | 1.3 | 2.6e11 | fail |

The scaled basis stays well below its late-stage bound $\sqrt{20.7}=4.6$. At step 27 the raw basis has $\kappa=6.1\times10^{11}$, yet one Cholesky pass orthogonalizes it with a loss of $7.1\times10^{-16}$. Shrinkage therefore weighs nothing here. With the old iterate, step 18 has $u\kappa^2=(1.11\times10^{-16})(2.0\times10^7)^2=0.044$, close to the observed loss of $0.062$, and a second pass reduces it to $4.4\times10^{-16}$.

Step 22 lies beyond the safe range: $\kappa=4.5\times10^8$ gives $u\kappa^2\simeq22$. The factorization nevertheless went through with a loss of $0.97$, and the second pass repaired it. Success there depends on the sign of a pivot made of rounding error and cannot be relied on.

**Four states.** The largest cosine found between the span of $W$ and that of $[X,P]$, taken over the one-state and four-state runs together while all residuals exceeded $10^{-8}$ hartree, is $0.57$, against the bound $0.908$. Over the whole run the scaled condition number does not exceed $61$, reached at step 11. Removing columns cannot raise $\kappa$, so $\kappa(\hat W)$ and $\kappa(\hat P)$ are also at most $61$: alignment inside the blocks is mild for this block size, though no bound guarantees it. It is much stronger for larger blocks: in the same model, runs with 12 and 20 states reached scaled condition numbers of about $7.5\times10^2$ and $2.7\times10^4$. At the last step the two values are $11$ and $12$. There, however, the raw $\kappa$ is of order $10^{16}$ against a scaled $\kappa$ of $18$, and since $\kappa(S)\le\kappa(\hat S)$ times the ratio of the longest to the shortest column, some column has shrunk to a length of about $10^{-15}$ or less, at or below the rounding level $u\|H\|$. These last values therefore partly measure rounding noise.

The basis with old iterates degrades much earlier than for one state. At step 10, with a largest residual of $1.2\times10^{-3}$ hartree, it already has $\kappa=5.8\times10^6$. At step 15, with $4.5\times10^{-6}$ hartree, it has $\kappa=3.2\times10^{10}$ and Cholesky fails. The largest residual describes the slowest state, whereas $\varphi_{\min}$ is limited by the one that moves least.

**Consequence for the solver.** Four runs for four states started from the same vectors, with a target residual of $10^{-11}$ hartree and columns scaled before each orthogonalization:

- Old iterate, one pass: Cholesky breakdown after 12 iterations, best residual $1.3\times10^{-4}$ hartree.
- Old iterate, two passes: breakdown after 13 iterations, best residual $4.0\times10^{-5}$ hartree.
- Old direction, one pass: converged in 28 iterations.
- Old direction, two passes: converged in 28 iterations.

Plain repetition gained at most one iteration for the poor basis, a difference that depends on rounding, because $\kappa$ soon outgrew the range in which a first pass exists (about $8\times10^8$ at iteration 13). For the good basis it was not needed. With $Q^TQ\ne1$ the relation of contribution 2 becomes $Q^TR=C\Theta-Q^TQC\Theta=-(Q^TQ-1)C\Theta$, of norm at most $\delta\max_j|\theta_j|$. The largest scaled $\kappa$ of the run, $61$, gives $\delta\sim u\kappa^2\simeq4\times10^{-13}$, and with $|\theta_j|<1$ hartree the norm is at most about $4\times10^{-13}$ hartree, well below the target of $10^{-11}$ hartree. The scaled $\kappa$ would have to reach about $300$ before this estimate became comparable to the target, and the estimate is only an upper limit: the blocks of 12 and 20 states also reached the target with one pass. Among plain Cholesky passes, the choice of stored block outweighs the number of passes in this model. The old-iterate basis is not beyond rescue, however: from the same start, a shifted pass followed by two plain passes, or Householder orthogonalization, converged with it in 28 iterations. If alignment inside a block or a strong preconditioner raises the scaled $\kappa$ but leaves $u\kappa^2$ well below one, a second pass still restores orthogonality. Better orthogonality does not by itself mean fewer iterations, and the four runs above show no such gain for the good basis.

A loose inner tolerance can hide the defect. An SCF cycle that asks for residuals of $10^{-3}$ hartree would not have met the breakdown in these runs, while one that tightens the request to $10^{-5}$ would have met it with either number of plain passes on the old-iterate basis. The point of breakdown depends on the start: over 30 random starts the best residual reached before it ranged from $3\times10^{-6}$ to $1.3\times10^{-4}$ hartree.

## Values computed for the example and the checks

```
unit roundoff u = 1.110e-16; synthetic S: 400 x 12
kappa | loss: one pass, two passes, Householder
1e+02 | 2.4e-13 6.9e-16 9.2e-16
1e+03 | 1.6e-11 6.9e-16 9.1e-16
1e+04 | 1.2e-09 9.1e-16 9.4e-16
1e+05 | 8.0e-08 9.0e-16 8.9e-16
1e+06 | 1.3e-05 9.1e-16 7.1e-16
1e+07 | 1.3e-03 1.0e-15 9.0e-16
fitted power of kappa in one-pass loss = 1.951
kappa 1e6: loss from Gram defect = 2.7447e-05, measured = 2.7447e-05
column shrinking: kappa 1.0e+04 -> 3.3e+12, loss 5.3e-09 -> 5.3e-09
kappa 1e12: two plain passes: fail; shift = 6.05e-12
  kappa after shifted pass = 2.5e+06, loss after two more = 6.8e-16
box 60 bohr, 120 sines, top kinetic 19.74 hartree
lowest five eigenvalues (hartree): -0.77360 -0.63621 -0.37450 -0.34245 -0.12340
kappa_T = 20.71, cosine bound = 0.9079
m=1: iter, max residual (hartree) | kappa raw, scaled, with old X | its loss 1, 2 passes
  1 8.0e-01 | 3.4e+00 2.2e+00 3.7e+00 | 6.3e-15 3.4e-16
  5 4.0e-02 | 5.7e+01 1.3e+00 2.9e+01 | 3.0e-13 1.1e-16
  9 6.3e-04 | 4.2e+03 1.4e+00 1.3e+03 | 1.1e-10 3.3e-16
 14 5.6e-06 | 4.2e+05 1.2e+00 7.9e+04 | 1.7e-06 4.4e-16
 18 3.0e-08 | 9.4e+07 1.3e+00 2.0e+07 | 6.2e-02 4.4e-16
 22 1.7e-09 | 1.8e+09 1.2e+00 4.5e+08 | 9.7e-01 2.3e-16
 27 4.0e-12 | 6.1e+11 1.3e+00 2.6e+11 | fail fail
m=4: iter, max residual (hartree) | kappa raw, scaled, with old X | its loss 1, 2 passes
  1 7.8e-01 | 7.5e+00 2.7e+00 5.6e+00 | 3.4e-15 6.7e-16
  5 1.4e-01 | 2.0e+03 1.1e+01 5.6e+02 | 2.6e-11 6.9e-16
 10 1.2e-03 | 2.0e+07 4.9e+01 5.8e+06 | 1.1e-03 7.1e-16
 15 4.5e-06 | 8.3e+10 1.8e+01 3.2e+10 | fail fail
 19 6.5e-08 | 6.6e+13 1.4e+01 1.8e+13 | fail fail
 24 5.2e-10 | 1.4e+16 2.6e+01 2.4e+16 | fail fail
 29 4.5e-12 | 1.5e+16 1.8e+01 1.2e+16 | fail fail
largest cosine between span W and span[X,P] = 0.5674
m=1 last raw basis: kappa = 6.1e+11, one-pass loss = 7.1e-16
m=4 last step, inside blocks: kappa(W) = 1.1e+01, kappa(P) = 1.2e+01
Krylov block of 4: largest residual 4.10e+00 hartree, second/first singular value 2.4e-15
solver runs, m=4, target residual 1e-11 hartree:
  old iterate, one pass: Cholesky breakdown, 12 iterations, best 1.3e-04 hartree
  old iterate, two passes: Cholesky breakdown, 13 iterations, best 4.0e-05 hartree
  old direction, one pass: converged, 28 iterations, best 8.0e-12 hartree
  old direction, two passes: converged, 28 iterations, best 6.6e-12 hartree
```
